# Kittel's square-root law for stripe domains in a bare ferroelectric film

If a thick ferroelectric film with bare faces is treated as uniformly polarized, its depolarization energy per area grows in proportion to its thickness $d$. Stripe domains avoid most of that cost. Assigning them a fixed width does not settle the energy either: the walls run through the whole film, so their cost also grows as $d$. The width must follow from a balance between walls, which favour wide domains, and stray fields, which favour narrow ones. That balance gives $w\propto\sqrt d$.

## The model and its energy

The film occupies $-d/2<z<d/2$ in vacuum. "Open circuit" here means that there are no electrodes and no free or adsorbed charge; metal plates are treated separately below. Straight stripes of width $w$ carry spontaneous polarization $+P$ and $-P$ along $z$, alternating along $x$ with period $2w$. The walls are thin compared with $w$ and cost a constant energy $\gamma$ per wall area. All energies $F$ are per film area. One wall of height $d$ occurs in each width $w$, so the walls cost $\gamma d/w$.

Hartree atomic units are used, with $4\pi\varepsilon_0=1$. Besides $P$ there is an induced polarization $p_i$, taken as linear, with relative permittivities $\varepsilon_x,\varepsilon_z>1$. The energy density is

$$\frac{E^2}{8\pi}+\sum_i\frac{2\pi p_i^2}{\varepsilon_i-1}.$$

A change $\delta\mathbf p$ changes the total field energy by $-\int\mathbf E\cdot\delta\mathbf p$. Minimization therefore gives $p_i=(\varepsilon_i-1)E_i/4\pi$. Inserting this, the second term becomes $(\varepsilon_i-1)E_i^2/8\pi$, and the density becomes $\sum_i\varepsilon_iE_i^2/8\pi$. Inside the film $D_i=\varepsilon_iE_i+4\pi P_i$, where $P_i$ is the spontaneous part. Its divergence leaves a charge $\sigma=\pm P$ on the faces. With $\mathbf E=-\nabla\phi$, integration by parts gives

$$F_{\rm el}=\frac12\sum_{\rm faces}\langle\sigma\phi\rangle,$$

where the brackets denote an average over $x$.

For a uniform film $D_z=0$, so $E_z=-4\pi P/\varepsilon_z$ and

$$F_{\rm uni}=\frac{\varepsilon_zE_z^2d}{8\pi}=\frac{2\pi P^2d}{\varepsilon_z}.$$

Two combinations of permittivities will recur:

$$g=\sqrt{\varepsilon_x\varepsilon_z},\qquad c=\sqrt{\varepsilon_x/\varepsilon_z},\qquad \varepsilon_zc=g.$$

## First derivation: harmonics of the whole film

Put a wall at $x=0$, with $\sigma=+P$ on the top face for $0<x<w$. Then

$$\sigma(x)=\sum_{n\ {\rm odd}}\sigma_n\sin k_nx,\qquad k_n=\frac{n\pi}{w},$$

$$\sigma_n=\frac{2P}{w}\int_0^w\sin k_nx\,dx=\frac{2P(1-\cos n\pi)}{n\pi}=\frac{4P}{n\pi}\quad(n\ {\rm odd}).$$

The bottom face has the opposite charge, so $\phi$ is odd in $z$. Inside, $\varepsilon_x\partial_x^2\phi+\varepsilon_z\partial_z^2\phi=0$ gives harmonics proportional to $\sinh(ck_nz)$. Above the film they decay as $e^{-k_n(z-d/2)}$. If $\phi_n$ is the amplitude on the top face, continuity of $D_z$ there reads

$$k_n\phi_n=4\pi\sigma_n-\varepsilon_zck_n\coth\!\left(\frac{ck_nd}{2}\right)\phi_n .$$

Since $\varepsilon_zc=g$,

$$\phi_n=\frac{4\pi\sigma_n}{k_n[1+g\coth(ck_nd/2)]}.$$

The average of $\sin^2$ is $1/2$, and the two faces contribute equally, so $F_{\rm el}=\frac12\sum\sigma_n\phi_n$. Substitution gives

$$F_{\rm el}=\frac{32P^2w}{\pi^2}\sum_{n\ {\rm odd}}\frac{1}{n^3[1+g\coth(n\pi cd/2w)]}.$$

**Wide stripes.** For $w\gg d$, use $\coth y\to1/y$. Each bracketed denominator then contributes $1/[\ldots]\to n\pi cd/(2wg)=n\pi d/(2w\varepsilon_z)$. Because $\coth y\ge1/y$, this limiting form also bounds each term from above, so the convergent sum over $1/n^2$ justifies taking the limit term by term. With $\sum_{\rm odd}n^{-2}=\pi^2/8$, the result is $F_{\rm el}\to2\pi P^2d/\varepsilon_z$, the uniform energy.

**Narrow stripes.** For $w\ll d$, $\coth y\to1$. Removing the even terms from $\zeta(3)=\sum n^{-3}$ gives $\sum_{\rm odd}n^{-3}=\zeta(3)-\zeta(3)/8=7\zeta(3)/8$. Hence

$$F_{\rm el}=Aw,\qquad A=\frac{28\zeta(3)P^2}{\pi^2(1+g)}.$$

The total energy is $F=\gamma d/w+Aw$. Setting $F'=-\gamma d/w^2+A=0$ yields

$$\boxed{w_K=\sqrt{\frac{\gamma d}{A}}=\left[\frac{\pi^2(1+g)\gamma d}{28\zeta(3)P^2}\right]^{1/2}}$$

The second derivative $2\gamma d/w^3$ is positive. At $w_K$ the wall and stray energies are equal, and $F_{\min}=2\sqrt{A\gamma d}$.

### Why no wide-stripe minimum competes

The narrow-stripe formula was used to find the minimum, so wide stripes must be excluded separately. With $u=1/w$, each term of the series is proportional to $[u+gu\coth(\beta u)]^{-1}$, where $\beta=n\pi cd/2$. Writing $y=\beta u$,

$$\frac{d}{du}[u\coth(\beta u)]=\frac{\sinh y\cosh y-y}{\sinh^2y}>0,$$

because $\sinh2y>2y$. Thus $F_{\rm el}$ increases with $w$.

The series also has the form $d$ times a function of $w/d$. For any fixed $\eta>0$, all states with $w\ge\eta d$ therefore cost at least a positive constant times $d$. Since $\coth y\ge1$, the stray energy never exceeds $Aw$, so the minimum total energy is at most $2\sqrt{A\gamma d}$. For large $d$ this excludes $w\ge\eta d$, and hence $w/d\to0$ at the minimum.

There $F_{\rm el}\ge(1-\delta)Aw$, with $\delta\to0$. Put $r=w/w_K$ and divide the energy by $\sqrt{A\gamma d}$. A minimizer must satisfy

$$\frac1r+(1-\delta)r\le2,$$

which requires

$$\frac1{1+\sqrt\delta}\le r\le\frac1{1-\sqrt\delta}.$$

Thus $r\to1$: Kittel's law describes the global minimum within this family of equal stripes.

### The approach to the thick limit

Let $q=e^{-\pi cd/w}$. Since $\coth y\simeq1+2e^{-2y}$, the leading correction comes from $n=1$:

$$F_{\rm el}\simeq Aw(1-Bq),\qquad B=\frac{16g}{7\zeta(3)(1+g)}.$$

Because $dq/dw=q\pi cd/w^2$, stationarity becomes

$$\frac{\gamma d}{w^2}=A\left[1-Bq\left(1+\frac{\pi cd}{w}\right)\right].$$

Taking the inverse square root and evaluating the small term at $w_K$ gives

$$\frac{w}{w_K}-1\simeq\frac B2e^{-X}(1+X),\qquad X=\frac{\pi cd}{w_K}.$$

Since $X\propto\sqrt d$, the correction is exponentially small in $\sqrt d$. It is positive: interaction between the faces widens the stripes.

## Second derivation: line charges on one face

Now take the two faces as independent from the start and work in real space. Consider a line charge $\lambda$ on the interface between vacuum and a film filling $z<0$. Try

$$\phi=-a\ln(x^2+z^2)\ (z>0),\qquad \phi=-a\ln(x^2+c^2z^2)\ (z<0).$$

These agree at $z=0$ and satisfy the respective field equations. The outward flux of $\mathbf D$ into vacuum is $2\pi a$. Into the film, through a plane at depth $h$, it is

$$\varepsilon_z\int_{-\infty}^{\infty}\frac{2ac^2h}{x^2+c^2h^2}\,dx=2\pi a\varepsilon_zc=2\pi ag.$$

Gauss's law, $2\pi a(1+g)=4\pi\lambda$, gives $a=2\lambda/(1+g)$. On the interface $E_x=2a/x=4\lambda/[(1+g)x]$.

For the stripe pattern, superpose such lines and differentiate with respect to $x$. The charge density jumps by $+2P$ at even multiples of $w$ and by $-2P$ at odd multiples, so

$$\frac{dE_x}{dx}=\frac{8P}{1+g}\sum_{j=-\infty}^{\infty}\frac{(-1)^j}{x-jw}
=\frac{8P}{1+g}\,\frac{\pi/w}{\sin(\pi x/w)},$$

with the sum taken symmetrically. The last equality is the partial-fraction expansion of $1/\sin$: both sides have period $2w$, the same poles and residues, and vanish far from the real axis in the complex $x$ plane, so their difference is a bounded entire function that tends to zero, and is therefore zero. By symmetry $E_x(w/2)=0$, so integration gives

$$E_x=\frac{8P}{1+g}\ln\tan\frac{\pi x}{2w},\qquad0<x<w.$$

Near $x=0^+$ the field points towards the negative stripe on the left, as it should. It diverges logarithmically at the ideal sharp wall, but the energy stays finite.

The potential vanishes at $x=0$ by antisymmetry and is symmetric about $w/2$. The two faces together give

$$F_{\rm el}=\frac Pw\int_0^w\phi\,dx=\frac{2P}{w}\int_0^{w/2}\left(\frac w2-x\right)(-E_x)\,dx.$$

The second form follows from $\phi(x)=-\int_0^xE_x\,dx'$ on exchanging the order of integration. With $x=2w\theta/\pi$,

$$F_{\rm el}=\frac{64P^2w}{\pi^2(1+g)}J,\qquad
J=\int_0^{\pi/4}\left(\frac\pi4-\theta\right)\ln\cot\theta\,d\theta.$$

To evaluate $J$, take the real part of $\ln[(1+v)/(1-v)]=2\sum_{\rm odd}v^n/n$ at $v=e^{2i\theta}$. Since $|(1+v)/(1-v)|=\cot\theta$,

$$\ln\cot\theta=2\sum_{n\ {\rm odd}}\frac{\cos2n\theta}{n}.$$

For odd $n$, integration by parts gives

$$\int_0^{\pi/4}\left(\frac\pi4-\theta\right)\cos2n\theta\,d\theta
=\frac{1-\cos(n\pi/2)}{4n^2}=\frac1{4n^2}.$$

The logarithmic singularity is square integrable, so the series may be integrated term by term. Thus $J=\frac12\sum_{\rm odd}n^{-3}=7\zeta(3)/16$, and again $F_{\rm el}=Aw$ with the same $A$.

The minimum can now be found without differentiation:

$$\frac{\gamma d}{w}+Aw=\left(\sqrt{\frac{\gamma d}{w}}-\sqrt{Aw}\right)^2+2\sqrt{A\gamma d}.$$

The square vanishes at $w=\sqrt{\gamma d/A}=w_K$, the same width as before.

## What the two derivations assume

Both use equal straight stripes, thin walls, constant $\gamma$ and linear induced polarization. Neither compares stripes with branching domains, closure domains or a nonpolar film. The first retains the coupling between faces, so it can exclude wide stripes and give the finite-thickness correction. The second assumes $w\ll d$ at the outset. Its result is consistent with that assumption, since $w_K/d\propto d^{-1/2}$, but does not by itself exclude a competing wide-stripe state.

**Linearity.** The first derivation shows how severe this assumption can be. Just below the top face of a thick film, each harmonic of $E_z$ is $-ck_n\phi_n=-4\pi c\sigma_n/(1+g)$. Summing them and using $c=g/\varepsilon_z$ gives

$$E_z=-\frac{4\pi g\sigma}{(1+g)\varepsilon_z},\qquad
\frac{p_z}{\sigma}=-\frac{(\varepsilon_z-1)g}{(1+g)\varepsilon_z}.$$

For large permittivities this normal component nearly cancels the spontaneous polarization at the face. The in-plane field adds a component $p_x=(\varepsilon_x-1)E_x/4\pi$, which vanishes at the stripe centres but grows logarithmically towards the ideal sharp walls. A linear response is doubtful there.

The square root needs less than linearity. Suppose the response is nonlinear but local, with no gradient energy. Stretching the stray-field region near a face by a factor $s$ in both directions leaves the fields and energy densities unchanged at corresponding points. The energy per film area is multiplied by $s$. The stray energy is still a constant times $w$, and minimization still gives $w\propto\sqrt d$, provided the pattern persists, the constant is positive and $\gamma$ is fixed. The prefactor changes.

**Equal widths.** Let the up stripes occupy a fraction $(1+m)/2$ of a fixed period $2w$. The mean polarization $mP$ costs $2\pi P^2m^2d/\varepsilon_z$. The harmonic amplitudes become $4P\sin[n\pi(1+m)/2]/(n\pi)$ for all $n$, so for $w\ll d$ the sum $7\zeta(3)/8$ is replaced by

$$U(m)=\sum_{n=1}^{\infty}\frac{1-\cos[n\pi(1+m)]}{2n^3},\qquad
U''(m)=-\frac{\pi^2}{2}\ln\!\left(2\cos\frac{\pi m}{2}\right).$$

Thus $U(m)\simeq7\zeta(3)/8-\pi^2m^2\ln2/4$, and the energy change is

$$\Delta F\simeq m^2\left[\frac{2\pi P^2d}{\varepsilon_z}-\frac{8\ln2\,P^2w}{1+g}\right].$$

Since $U''\ge-(\pi^2/2)\ln2$, this expression is also a lower bound for larger $m$. With $w\propto\sqrt d$ the first term wins in a thick film, and equal widths are favoured.

**Metal plates.** Place a plate at distance $t$ from each face. The outer potential must vanish there, so the 1 in the series denominator becomes $\coth(k_nt)$. Since $1/[\coth(k_nt)+g\coth(ck_nd/2)]\le k_nt$,

$$F_{\rm el}\le\frac{32P^2w}{\pi^2}\sum_{n\ {\rm odd}}\frac{\pi t}{wn^2}=4\pi P^2t.$$

The stray energy vanishes as $t\to0$. This holds for floating plates too: balanced stripes require no net charge on a plate, merely charge moving sideways within it. A film between floating electrodes is open-circuit in the circuit sense, yet it need not obey the bare-film law.

## A worked film

Take the round model values $P=0.01\,e/a_0^2$, $\gamma=10^{-4}$ Hartree$/a_0^2$, $\varepsilon_x=36$, $\varepsilon_z=25$ and $d=2000\,a_0$ (106 nm). Then $g=30$, $c=1.2$ and

$$A=\frac{28(1.202)(0.01)^2}{\pi^2(31)}=1.100\times10^{-5}\ {\rm Hartree}/a_0^3.$$

The length $\gamma/A$ is $9.09\,a_0$, so

$$w_K=\sqrt{9.09\times2000}\,a_0=134.8\,a_0=7.1\ {\rm nm}.$$

Walls and stray fields each cost $1.483\times10^{-3}$ Hartree$/a_0^2$, for a total of $2.967\times10^{-3}$. In the same linear model the uniform film costs $5.027\times10^{-2}$ in this unit, about 17 times as much; a real film could lower that cost by losing its polarization.

Minimizing the full series numerically over $w$ gives the widths below. The local exponent is $d\ln w/d\ln d$, evaluated by a finite difference.

| $d/a_0$ | Best $w/a_0$ | $w_K/a_0$ | Exponent |
|---:|---:|---:|---:|
| 10 | 11.03 | 9.53 | 0.142 |
| 20 | 13.84 | 13.48 | 0.431 |
| 50 | 21.35 | 21.32 | 0.495 |
| 200 | 42.64 | 42.64 | 0.500 |
| 2000 | 134.8 | 134.8 | 0.500 |

At $50\,a_0$ the relative excess over $w_K$ is $1.33\times10^{-3}$; the leading correction predicts $1.31\times10^{-3}$. The excess shrinks as $d$ grows, which lowers the local exponent in thin films. The thinnest rows concern the electrostatic formula alone: at such sizes a continuum with thin walls is not a credible film.

The weak point of the thick example is the linear response. The normal field just below the faces is $4.9\times10^{-3}$ atomic units, or $2.5\times10^9$ V/m, beyond the breakdown field of typical ferroelectric oxides. A rough gauge is a quartic double well $-a\Pi^2/2+a\Pi^4/4P^2$ in the total polarization $\Pi$, with its curvature $2a$ at $\Pi=P$ set to $4\pi/(\varepsilon_z-1)$. Its intrinsic coercive field is $2aP/3\sqrt3=1.0\times10^{-3}$ atomic units, about a fifth of the field at the faces. Its depth per film area, $aP^2d/4$, lies below the stripe energy in the rows with $d\le50\,a_0$, where a nonpolar film would be cheaper. The numbers therefore illustrate the model and do not predict the behaviour of a real film. At the faces the normal component of the induced polarization is $0.93P$ in size and opposes $P$. The in-plane component is zero at a stripe centre, but reaches $0.63P$ halfway from there to a wall and grows further towards the wall. The width of 7.1 nm is therefore a result of the linear model, while the square-root scaling has the wider basis given above, provided the stripe pattern survives such fields.

Plates change the stray energy strongly once they are close. At the fixed width $w_K$, gaps of 10, 1 and $0.1\,a_0$ leave 91%, 44% and 7.5% of the bare value. The last two gaps are formal continuum values, but they show how screening removes the energy that limits the domain width.

Numbers in the example were calculated in double precision.
